# How in-plane momentum sets tunnelling decay at zone centre and corner: verification in Python

```python
# Result under test: outside a 2D crystal, at energy height Phi below an isotropic
# barrier edge, a wave of in-plane wavevector q decays in amplitude at the rate
#   kappa(q) = sqrt(2 m_b Phi / hbar^2 + q^2).
# A Bloch state contains q = k + G only. Its far tail follows the shortest q present:
# 0 for a generic zone-centre state, K = 4 pi/(3 a) for a hexagonal zone corner.
# Symbols: a lattice constant, G reciprocal vectors, m_b barrier mass (units of m0),
# C = hbar^2/(2 m0) in eV nm^2. Lengths in nm, energies in eV.
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp
from scipy.linalg import eigh
from scipy.sparse import diags, bmat
from scipy.sparse.linalg import spsolve

C = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18
kT = sc.k * 300.0 / sc.e
a, phi, gap = 0.32, 4.0, 0.8


def kappa(height, q, mass=1.0):
    return np.sqrt(mass * height / C + q**2)


# Reciprocal lattice and shortest wave for each crystal momentum
b1 = 2 * np.pi / a * np.array([1.0, -1 / np.sqrt(3)])
b2 = 2 * np.pi / a * np.array([0.0, 2 / np.sqrt(3)])
labels = [(i, j) for i in range(-4, 5) for j in range(-4, 5)]
G = np.array([i * b1 + j * b2 for i, j in labels])
corner = (2 * b1 + b2) / 3
K = 4 * np.pi / (3 * a)
G1 = np.linalg.norm(b1)
lengths = np.linalg.norm(corner + G, axis=1)
n_short = int(np.sum(lengths < lengths.min() * (1 + 1e-9)))
assert abs(lengths.min() / K - 1) < 1e-12 and n_short == 3
shortest = [np.linalg.norm((i * b1 + j * b2) / 30 + G, axis=1).min()
            for i in range(30) for j in range(30)]
assert abs(max(shortest) / K - 1) < 1e-12   # corner is the farthest point

# Periodic slab at fixed energy -phi: (T + phi) psi = strength * W psi.
# W: lattice of Gaussian sites, uniform in |z| < half_slab, lateral mean 1.
# Only states even in z are kept, so the grid covers z > 0.
h, z_max, half_slab, site_width = 0.0125, 1.0, 0.15, 0.06
z = (np.arange(round(z_max / h)) + 0.5) * h
nz = len(z)
D2 = 2 * np.eye(nz) - np.eye(nz, k=1) - np.eye(nz, k=-1)
D2[0, 0] = 1.0                              # mirror condition at z = 0
D2 /= h**2


def slab_states(k):
    keep = np.linalg.norm(k + G, axis=1) < 2.1 * G1
    waves = G[keep]
    names = [lab for lab, used in zip(labels, keep) if used]
    diff = waves[:, None, :] - waves[None, :, :]
    lateral = np.exp(-np.sum(diff**2, axis=2) * site_width**2 / 2)
    W = np.kron(lateral, np.diag((z < half_slab).astype(float)))
    B = np.kron(np.eye(len(waves)), C * D2 + phi * np.eye(nz))
    B += np.kron(np.diag(C * np.sum((k + waves)**2, axis=1)), np.eye(nz))
    n = len(B)
    val, vec = eigh(W, B, subset_by_index=[n - 12, n - 1])
    states = [vec[:, s].reshape(len(waves), nz) for s in range(11, -1, -1)]
    return 1 / val[::-1], states, names


def tail_rate(state):
    density = np.sum(state**2, axis=0)      # lateral average of |psi|^2
    i, j = np.searchsorted(z, [0.45, 0.60])
    return np.log(density[i] / density[j]) / (2 * (z[j] - z[i]))


strength_G, states_G, names_G = slab_states(np.zeros(2))
strength_K, states_K, _ = slab_states(corner)
flip = [names_G.index((-i, -j)) for i, j in names_G]
odd = next(s for s in range(12)
           if np.sum(states_G[s] * states_G[s][flip]) / np.sum(states_G[s]**2) < -0.99)
zero = names_G.index((0, 0))
weight_s = np.sum(states_G[0][zero]**2) / np.sum(states_G[0]**2)
weight_odd = np.sum(states_G[odd][zero]**2) / np.sum(states_G[odd]**2)
rate_G, rate_K, rate_odd = map(tail_rate, (states_G[0], states_K[0], states_G[odd]))
kG, kK, kOdd = kappa(phi, 0), kappa(phi, K), kappa(phi, G1)
# Finite step and finite box each shift the rates by less than about half a percent
for measured, predicted in ((rate_G, kG), (rate_K, kK), (rate_odd, kOdd)):
    assert abs(measured / predicted - 1) < 0.008
assert weight_s > 0.01 and weight_odd < 1e-16
assert rate_G < rate_K < rate_odd


# Transmission between two electrodes of equal normal wavenumber p (1/nm)
p = 10.0


def transmission(height, q, d, mass=1.0, field=0.0):
    def rhs(x, y):
        return [y[1], (mass * (height - field * x) / C + q**2) * y[0]]
    sol = solve_ivp(rhs, [d, 0], [1 + 0j, 1j * p * mass], method="DOP853",
                    rtol=1e-10, atol=1e-12)
    psi, slope = sol.y[:, -1]
    return 1 / abs((psi + slope / (1j * p * mass)) / 2)**2


for height, mass in ((phi, 1.0), (3.0, 0.5)):
    for q in (0.0, K):
        measured = np.log(transmission(height, q, 0.9, mass)
                          / transmission(height, q, 1.1, mass)) / 0.4
        assert abs(measured / kappa(height, q, mass) - 1) < 1e-4
T_G, T_K = transmission(phi, 0, gap), transmission(phi, K, gap)
exp_ratio = np.exp(2 * (kK - kG) * gap)

# Broken momentum conservation: a corner wave enters, coupled to q = 0 near the surface
coupling, range_c, step = 0.010, 0.2, 0.0025
x = np.arange(1, 1200) * step


def channel(rate):
    return diags([-1 / step**2, 2 / step**2 + rate**2, -1 / step**2],
                 [-1, 0, 1], shape=(len(x), len(x)))


mix = diags(np.where(x < range_c, coupling / C, 0.0))
source = np.zeros(2 * len(x))
source[0] = 1 / step**2
both = spsolve(bmat([[channel(kK), mix], [mix, channel(kG)]]).tocsc(), source)
wave_K, wave_0 = both[:len(x)], both[len(x):]
crossing = x[np.argmax(np.abs(wave_0) > np.abs(wave_K))]
total = wave_K**2 + wave_0**2
i, j = np.searchsorted(x, [1.8, 2.0])
rate_mixed = np.log(total[i] / total[j]) / (2 * (x[j] - x[i]))
assert abs(rate_mixed / kG - 1) < 0.005

# Effects left out of the flat-barrier estimate
bias = 0.5
field = bias / gap
field_ratio = (transmission(phi, 0, gap, field=field)
               / transmission(phi, K, gap, field=field))
image = sc.e * np.log(2) / (4 * np.pi * sc.epsilon_0 * gap * 1e-9)
image_ratio = transmission(phi - image, 0, gap) / transmission(phi - image, K, gap)
m_channel = 0.5
grid = np.linspace(-3.5, 3.5, 281)
qx, qy = np.meshgrid(grid, grid)
energy = C * (qx**2 + qy**2) / m_channel
boltz = np.exp(-energy / kT)


def thermal_factor(q0):
    rates = kappa(phi - energy, np.hypot(q0 + qx, qy))
    return np.sum(boltz * np.exp(-2 * gap * (rates - kappa(phi, q0)))) / boltz.sum()


thermal_G, thermal_K = thermal_factor(0.0), thermal_factor(K)
# 2D density scale: two spins, two corner valleys, in 1/cm^2
density_scale = 4 * m_channel * kT / (4 * np.pi * C) * 1e14
side_offset = 0.2
k_side = kappa(phi - side_offset, K / 2)
side_share = 6 / 2 * np.exp(-side_offset / kT + 2 * gap * (kK - k_side))

print(f"lattice constant a = {a:.2f} nm; barrier height = {phi:.1f} eV; gap = {gap:.1f} nm")
print(f"hbar^2/(2 m0) = {C:.5f} eV nm^2; kT at 300 K = {kT:.4f} eV")
print(f"corner wavevector K = {K:.2f} 1/nm; equally short waves = {n_short}")
print(f"first reciprocal vector |G1| = {G1:.2f} 1/nm")
print(f"lateral energy at K, free mass = {C*K**2:.2f} eV")
print(f"effective barrier height at K = {phi + C*K**2:.2f} eV")
print(f"formula amplitude rate, zone centre = {kG:.2f} 1/nm")
print(f"formula amplitude rate, corner = {kK:.2f} 1/nm")
print(f"formula amplitude rate, odd zone-centre state = {kOdd:.2f} 1/nm")
print(f"slab model rate, zone centre = {rate_G:.2f} 1/nm")
print(f"slab model rate, corner = {rate_K:.2f} 1/nm")
print(f"slab model rate, odd zone-centre state = {rate_odd:.2f} 1/nm")
print(f"slab mean well depth, zone centre = {strength_G[0]:.2f} eV")
print(f"slab mean well depth, corner = {strength_K[0]:.2f} eV")
print(f"slab mean well depth, odd zone-centre state = {strength_G[odd]:.2f} eV")
print(f"G=0 weight, generic zone-centre state = {weight_s:.3f} (fraction)")
print(f"G=0 weight of odd state below 1e-16: {weight_odd < 1e-16}")
print(f"difference of amplitude rates, corner minus centre = {kK-kG:.2f} 1/nm")
print(f"density decay length, centre = {1/(2*kG):.4f} nm; corner = {1/(2*kK):.4f} nm")
print(f"exponential leakage ratio centre/corner = {exp_ratio:.3g} (pure number)")
print(f"electrode normal wavenumber p = {p:.1f} 1/nm")
print(f"transmission, centre = {T_G:.3g}; corner = {T_K:.3g} (pure numbers)")
print(f"transmission ratio centre/corner = {T_G/T_K:.3g} (pure number)")
print(f"scattering: coupling = {1000*coupling:.0f} meV over first {range_c:.1f} nm")
print(f"scattered q=0 wave overtakes corner wave at depth = {crossing:.2f} nm")
print(f"far amplitude rate with scattering = {rate_mixed:.2f} 1/nm")
print(f"gate bias = {bias:.1f} V; gap field = {field*10:.2f} MV/cm")
print(f"transmission ratio centre/corner with field = {field_ratio:.3g} (pure number)")
print(f"mid-gap image lowering, two ideal metals = {image:.2f} eV")
print(f"transmission ratio with uniform image lowering = {image_ratio:.3g} (pure number)")
print(f"channel mass = {m_channel:.1f} m0; thermal density scale = {density_scale:.2g} 1/cm^2")
print(f"thermal leakage factor, centre = {thermal_G:.2f}; corner = {thermal_K:.2f}")
print(f"side valley: q = {K/2:.2f} 1/nm; offset = {side_offset:.1f} eV; rate = {k_side:.2f} 1/nm")
print(f"side-valley leakage / corner leakage at 300 K = {side_share:.2f} (pure number)")
print("oxide-like barrier: height = 3.0 eV; mass = 0.5 m0")
print(f"oxide-like rate, centre = {kappa(3.0, 0, 0.5):.2f} 1/nm")
print(f"oxide-like rate, corner = {kappa(3.0, K, 0.5):.2f} 1/nm")
print(f"oxide-like lateral energy at K = {C*K**2/0.5:.1f} eV")
print("all assertions hold")
```

Output:

```
lattice constant a = 0.32 nm; barrier height = 4.0 eV; gap = 0.8 nm
hbar^2/(2 m0) = 0.03810 eV nm^2; kT at 300 K = 0.0259 eV
corner wavevector K = 13.09 1/nm; equally short waves = 3
first reciprocal vector |G1| = 22.67 1/nm
lateral energy at K, free mass = 6.53 eV
effective barrier height at K = 10.53 eV
formula amplitude rate, zone centre = 10.25 1/nm
formula amplitude rate, corner = 16.62 1/nm
formula amplitude rate, odd zone-centre state = 24.88 1/nm
slab model rate, zone centre = 10.24 1/nm
slab model rate, corner = 16.59 1/nm
slab model rate, odd zone-centre state = 24.78 1/nm
slab mean well depth, zone centre = 4.52 eV
slab mean well depth, corner = 6.17 eV
slab mean well depth, odd zone-centre state = 16.70 eV
G=0 weight, generic zone-centre state = 0.942 (fraction)
G=0 weight of odd state below 1e-16: True
difference of amplitude rates, corner minus centre = 6.38 1/nm
density decay length, centre = 0.0488 nm; corner = 0.0301 nm
exponential leakage ratio centre/corner = 2.7e+04 (pure number)
electrode normal wavenumber p = 10.0 1/nm
transmission, centre = 3.03e-07; corner = 8.78e-12 (pure numbers)
transmission ratio centre/corner = 3.46e+04 (pure number)
scattering: coupling = 10 meV over first 0.2 nm
scattered q=0 wave overtakes corner wave at depth = 1.09 nm
far amplitude rate with scattering = 10.25 1/nm
gate bias = 0.5 V; gap field = 6.25 MV/cm
transmission ratio centre/corner with field = 4.19e+04 (pure number)
mid-gap image lowering, two ideal metals = 1.25 eV
transmission ratio with uniform image lowering = 1.03e+05 (pure number)
channel mass = 0.5 m0; thermal density scale = 1.1e+13 1/cm^2
thermal leakage factor, centre = 1.03; corner = 1.17
side valley: q = 6.54 1/nm; offset = 0.2 eV; rate = 11.94 1/nm
side-valley leakage / corner leakage at 300 K = 2.35 (pure number)
oxide-like barrier: height = 3.0 eV; mass = 0.5 m0
oxide-like rate, centre = 6.27 1/nm
oxide-like rate, corner = 14.52 1/nm
oxide-like lateral energy at K = 13.1 eV
all assertions hold
```
